Strong spin-orbit scattering and the two-dimensional localization logarithm: two derivations

**Result**

In a thin disordered film, quantum interference changes the sheet conductivity by

δσ = −(G₀/2) { 3 ln[(1/τ)/(1/τ_φ + 1/τ_s)] − ln(τ_φ/τ) },  G₀ = e²/(2π²ħ).  (1)

Here τ is the elastic scattering time, τ_φ the phase-coherence time and τ_s the spin relaxation time, with τ much shorter than the other two. Without spin-orbit scattering (1/τ_s = 0) the two logarithms combine to

δσ = −G₀ ln(τ_φ/τ).

When τ_φ ≫ τ_s, the first logarithm no longer depends on τ_φ, and

δσ = +(G₀/2) ln(τ_φ/τ) − (3G₀/2) ln(τ_s/τ).  (2)

The coefficient of ln τ_φ has changed sign and halved. This holds for the dependence on τ_φ, not for the whole correction: the constant in (2) is negative and can be larger than the logarithm. The result also requires that all three spin components relax.

**Model and conventions**

The film has thickness t, smaller than the coherence length L_φ = √(Dτ_φ), so diffusion over the time τ_φ is two-dimensional. Several subbands are filled, and the momenta are treated as covering a three-dimensional Fermi sphere. The diffusion constant is D = v_F²τ/3, and ν is the density of states per spin and volume. Randomly placed short-range scatterers have the amplitude

V(k′,k) = v[1 + iλ a·σ],  a = k′ × k,  λ ≪ 1,  (3)

where k and k′ in the cross product are unit vectors. For independent directions |a|² = 1 − cos²θ has the mean 2/3, so isotropy gives ⟨a_i a_j⟩ = (2/9)δ_ij. Since V†V = v²(1 + λ²a²), the total rate is proportional to 1 + 2λ²/3, and its spin-orbit part is 1/τ_so = (2λ²/3)/τ to leading order. "Strong" spin-orbit scattering means τ_s ≪ τ_φ; λ itself stays small. Everything is to leading order in 1/(k_F l), with l = v_Fτ.

**First derivation: the Cooperon**

For static disorder the part of the Kubo formula that contains one retarded and one advanced Green function is

σ = (ħe²/2πV) Tr[v_x G^R v_x G^A],

where V without arguments is the volume and the trace includes spin. Interference comes from the maximally crossed diagrams, in which both lines visit the same scatterers with opposite momenta. Drawn with the lines parallel, they form a ladder, the Cooperon, with small total momentum q.

*One step of the ladder.* Put a = ħ/2τ for the half-width in this integral, and c = ħv·q. The energy integral over the two Green functions is

∫ dξ 1/[(ξ − ia)(ξ − c + ia)] = 2πi/(2ia − c) = (2πτ/ħ)/(1 + iτ v·q),

by closing the contour around the pole at ξ = ia. The scattering strength that gives the lifetime τ is u = ħ/(2πντ), so one step multiplies the ladder by

⟨1/(1 + iτ v·q)⟩ = 1 − τ²v_F²q²/3 = 1 − Dq²τ.

The linear term vanishes on averaging over directions. Loss of phase coherence, introduced as a rate, subtracts a further τ/τ_φ.

*Spin.* Reversing both momenta leaves the cross product unchanged, so both lines carry the same vector a:

V⊗V/v² = 1 + iλ a·(σ₁ + σ₂) − λ²(a·σ₁)(a·σ₂).

The linear term is odd in k and in k′. It therefore cannot start or end on the direction-independent part of the ladder. That part reaches odd harmonics only through q, which changes the triplet diffusion constant by a relative amount of order λ². The quadratic term also couples to the second harmonic, but this shifts the eigenvalues only at order λ⁴. Averaging and dividing by the total rate gives

K = [1 − (2λ²/9) σ₁·σ₂]/(1 + 2λ²/3).

For the singlet σ₁·σ₂ = −3, and for each triplet it is +1. Hence

K_singlet = (1 + 2λ²/3)/(1 + 2λ²/3) = 1,

K_triplet = (1 − 2λ²/9)/(1 + 2λ²/3) ≈ 1 − 8λ²/9.

The singlet loses nothing. The triplets decay at the rate

1/τ_s = (8λ²/9)/τ = (4/3)/τ_so.  (4)

Summing the geometric series in each spin channel j gives

C_j = u/{τ[Dq² + 1/τ_φ + 1/τ_j]} = [ħ/(2πντ²)] P_j,

with P_j = 1/(Dq² + 1/τ_φ + 1/τ_j), 1/τ_j = 0 for the singlet and 1/τ_j = 1/τ_s for the triplets.

*Sign of each channel.* The spin trace runs round one closed loop. The retarded line takes spin s to s′, and the advanced line takes s′ back to s. Seen as a pair, the initial indices (s,s′) become (s′,s), so the ladder is traced with the operator that exchanges the two spins. Its value is +1 on the symmetric triplets and −1 on the antisymmetric singlet. The spin sum is therefore 3P_triplet − P_singlet.

*Closing the diagram.* At small q the second velocity is v_x(q − k) ≈ −v_x(k), which supplies the overall minus sign. The momentum sum over the four outer Green functions is

(1/V)Σ_k v_x²|G|⁴ = (νv_F²/3) ∫ dξ/(ξ² + ħ²/4τ²)² = (νv_F²/3)(4πτ³/ħ³),

since ∫dξ/(ξ² + b²)² = π/(2b³). For t ≪ L_φ and, in the triplet terms, also t ≪ √(Dτ_s), only the modes uniform across the film are kept; their sum contributes a factor 1/t, which cancels when conductivity is converted to sheet conductivity. Collecting factors,

δσ = −(ħe²/2π)(νv_F²/3)(4πτ³/ħ³)[ħ/(2πντ²)] ∫ d²q/(2π)² (3P_triplet − P_singlet)

 = −(e²D/πħ) ∫ d²q/(2π)² (3P_triplet − P_singlet).  (5)

Diffusion has a meaning only for Dq² < 1/τ. With x = Dq² we have d²q/(2π)² = dx/(4πD), so for a total decay rate Γ

∫ d²q/(2π)² 1/(Dq² + Γ) = (1/4πD) ln[1 + 1/(Γτ)] ≈ (1/4πD) ln[1/(Γτ)].  (6)

Inserting Γ = 1/τ_φ + 1/τ_s three times and Γ = 1/τ_φ once, and using e²/(4π²ħ) = G₀/2, gives equation (1).

The diffusion approximation can be tested against the ladder with its full dependence on direction and spin, including the terms linear in λ. For λ = 0.1 the singlet eigenvalue is 1.00000000 and the three triplet eigenvalues are 0.991180, against 0.991170 from K_triplet. When τ_φ/τ is raised from 10⁴ to 10⁵, the ladder integrated over q changes δσ by +1.137 G₀, against +1.136 G₀ from (1); the last digit depends on where the q integral is cut off. With λ = 0 the change is −2.303 G₀, which is −G₀ ln 10.

**Second derivation: loops and their spin rotations**

The same result follows from probabilities of paths. The conductivity at the Fermi energy is

σ = 2e²ν ∫₀^∞ dT ⟨v_x(0)v_x(T)⟩.

Classically the velocity correlation is (v_F²/3)e^(−T/τ), which gives σ = 2e²νD. Interference adds a long-lived negative part.

*Phase of a reversed path.* Let an electron arrive at a first scatterer r₁ with wave vector k and leave a last scatterer r₂ with k′. The outer legs contribute the phase k·r₁ − k′·r₂. The reversed path visits r₂ first and r₁ last, and has the phase k·r₂ − k′·r₁. The difference is (k + k′)·(r₁ − r₂), while the phases collected between scatterers are equal. Averaging over diffusive displacements during a time T gives exp(−DQ²T), with Q = k + k′. The extra probability is thus concentrated at k′ ≈ −k.

*How much probability.* Because of its finite lifetime, a state k contributes at the Fermi energy with the normalized Lorentzian weight A(ξ_k) of half-width ħ/2τ. The initial state k, and after many collisions the final state k′, each have the classical probability A/(νV). With v_x(k′) ≈ −v_x(k), and A nearly the same at k and k′ since Ql ≪ 1, interference gives

⟨v_x(0)v_x(T)⟩_int = −(1/ν²)(νv_F²/3) [∫A²dξ] W(T) w(T) e^(−T/τ_φ).

Here W(T) is the sum of exp(−DQ²T) over Q per unit volume, and w(T) is the spin weight found below. The energy integral is

∫A²dξ = (b²/π²)(π/2b³) = 1/(2πb) = τ/(πħ),  b = ħ/2τ.

Multiplying by 2e²ν and using v_F²τ/3 = D,

δσ = −(2e²D/πħ) ∫₀^∞ dT W(T) w(T) e^(−T/τ_φ).  (7)

For sheet conductivity W becomes the two-dimensional return density. Keeping the same modes DQ² < 1/τ as before,

W(T) = (1/4πD) ∫₀^(1/τ) dx e^(−xT) = (1 − e^(−T/τ))/(4πDT).

*Spin weight.* Along a path the spin is multiplied by U, the ordered product of the factors 1 + iλa·σ. On the reversed path a collision takes −k′ to −k; its cross product is k × k′ = −a, and its factor is the Hermitian conjugate of the original one. The order is reversed too, so the reversed path carries U†. For an unpolarized electron the interference term has the weight

w = ½ Tr[(U†)†U] = ½ Tr U².

Apart from positive scale factors, which belong to the scattering probability, U is a rotation by some angle θ about some axis n, U = exp(−iθ n·σ/2). Then Tr U² = 2 cos θ. The 3×3 matrix R that rotates the spin vector has the trace 1 + 2 cos θ, so

w = ½(Tr R − 1).  (8)

The diagonal elements of R say how much of each spin component survives. For one collision,

(a·σ)σ_z(a·σ) = 2a_z(a·σ) − a²σ_z.

The surviving z component therefore has the factor 1 + λ²(2a_z² − a²), with the mean 1 − 2λ²/9, to be divided by the mean scattering probability 1 + 2λ²/3. This is K_triplet again, now obtained as ordinary spin relaxation. Over many collisions

w(T) = ½(3e^(−T/τ_s) − 1).  (9)

A short loop has w = 1: the two directions interfere constructively and enhance backscattering. On a long loop the spin orientation is lost, Tr R averages to zero, and w = −½. Backscattering is then reduced, by half of the former enhancement. The halving is thus the average ⟨cos θ⟩ = −½ over fully random rotations.

With 40 000 random open paths at λ = 0.3, the weight is −0.187 after 20 collisions and −0.480 after 60. The formula with K_triplet raised to the number of collisions gives −0.188 and −0.486. The sampling error is about 0.003, and terms of higher order in λ move the exact average after 20 collisions to −0.183, so the agreement holds to about 0.005, not to the last digit.

*Time integral.* Each exponential in (9) leads to

∫₀^∞ dT [e^(−ΓT) − e^(−(Γ+1/τ)T)]/T = ln[(Γ + 1/τ)/Γ] ≈ ln[1/(Γτ)],

as follows by writing the integrand as ∫dy e^(−yT) between y = Γ and y = Γ + 1/τ. The prefactor is (2e²D/πħ)/(4πD) = G₀, and the ½ in (9) makes it G₀/2. Equation (7) becomes equation (1).

**What each derivation assumes**

Both use diffusion, leading order in 1/(k_F l), time-reversal symmetry apart from the rate 1/τ_φ, and the same short-time cutoff. The cutoff affects only constants, so the slope in ln τ_φ is more reliable than the total.

The Cooperon calculation keeps spin and direction together in one kernel, so the neglected couplings can be identified and ordered in powers of λ. The path calculation treats the spin rotation as independent of where the path ends. This suits random scatterers, but not every mechanism: if the rotation depended only on net displacement, every closed loop would have U = 1 and w = 1, although spins on open paths would still dephase. In return, (8) shows that the triplet rates are the relaxation rates of the three spin components. If these differ, 3e^(−T/τ_s) is replaced by a sum of three exponentials.

This gives the case in which the reversal fails. If all momenta lie in one plane, a points along z and only σ_z acts. The z component never relaxes, and (8) gives w = ½(1 + 2e^(−T/τ′) − 1) = e^(−T/τ′), where τ′ is the relaxation time of the in-plane components. In Cooperon language, the triplet with zero z projection has σ_z1σ_z2 = −1, like the singlet. It is equally undamped and cancels the singlet. The logarithm then stops growing at τ_φ ~ τ′ instead of reversing. In the planar ladder with λ = 0.1, the same tenfold increase of τ_φ changes δσ by only −0.009 G₀.

**Slope, total and magnetic field**

Differentiating (1), with τ and τ_s fixed,

dδσ/d ln τ_φ = (G₀/2)[1 − 3/(1 + τ_φ/τ_s)].  (10)

The slope is −G₀ for τ_φ ≪ τ_s, zero at τ_φ = 2τ_s, and tends to +G₀/2. The total (2) becomes positive only when ln(τ_φ/τ) > 3 ln(τ_s/τ), that is for τ_φ > τ_s³/τ², a cutoff-dependent estimate.

A perpendicular field B acts on the Cooperon as on a particle of charge 2e. Then Dq² becomes (4eBD/ħ)(n + ½), with eB/(πħ) states per area in each level. With B_Γ = ħΓ/(4eD), the integral (6) turns into

(1/4πD) Σ_n 1/(n + ½ + B_Γ/B) ≈ (1/4πD)[ln N − ψ(½ + B_Γ/B)],

where ψ is the digamma function and N = ħ/(4eBDτ) ≫ 1 is the number of levels below the cutoff. The zero-field value is (1/4πD) ln(N B/B_Γ). Subtracting it leaves −f(B/B_Γ)/(4πD), with f(x) = ψ(½ + 1/x) + ln x, so

σ(B) − σ(0) = (G₀/2)[3f(B/(B_φ + B_s)) − f(B/B_φ)],  B_φ,s = ħ/(4eDτ_φ,s).  (11)

For small x, f ≈ x²/24. The low-field change is negative when 3/(B_φ + B_s)² < 1/B_φ², that is for τ_φ > (√3 − 1)τ_s. This sign therefore reverses at a shorter τ_φ than the slope (10) does.

**An amorphous indium-based oxide film**

Take a degenerately doped film with rough, round parameters: t = 10 nm, density 2×10²⁰ cm⁻³, mobility 40 cm²/Vs and mass 0.3 m_e. These give τ = 6.82 fs, l = 4.8 nm, k_F l = 8.6, D = 11.1 cm²/s and a sheet conductivity of 1282 μS. The choice τ_so = 6 ps gives τ_s = 4.5 ps. Let τ_φ be 100 ps at 1 K and vary as 1/T.

At 1 K, τ_φ/τ_s = 22.2 and the slope is ½(1 − 3/23.2) = 0.435 in units of G₀ = 12.33 μS. The triplet logarithm is ln(4.31 ps/6.82 fs) = 6.45 and the singlet one is ln(100 ps/6.82 fs) = 9.59, so

δσ = −(12.33 μS/2)(3 × 6.45 − 9.59) ≈ −60 μS,

about 5% of the sheet conductivity. This total is an estimate: halving or doubling the cutoff rate 1/τ shifts it by G₀ ln 2 ≈ 8.5 μS, and the first mode that varies across the film, which lies just below the cutoff and is left out here, would add roughly −4 to −10 μS, depending on whether the cutoff is applied to the whole of Dq² or only to its in-plane part. In the second case the higher modes enter too, and all of them together add about −20 μS. The slope is reversed, yet the total is still negative. With the cutoff used here it would change sign only near τ_φ ≈ 2 μs, far beyond the range considered. With the assumed τ_φ ∝ 1/T, the slope reverses at 11 K and the low-field magnetoconductance at 30 K. At 1 K a field of 10 mT lowers the conductivity by 3.2 μS, and the deepest reduction is 10.7 μS at 116 mT.

Cooling from 1 K to 0.3 K raises the interference term by 6.9 μS; without spin-orbit scattering it would fall by 14.8 μS. The electron-electron interaction adds its own logarithm. Its standard leading form for strong spin-orbit scattering, G₀ ln(k_BTτ/ħ), is quoted here without derivation. It requires k_BT ≪ ħ/τ_s, a different condition from τ_s ≪ τ_φ; here ħ/(k_Bτ_s) = 1.7 K, so the condition is only marginally met at 1 K. As an estimate, the form gives −14.8 μS over the same interval. On this estimate the sum still falls on cooling, so in this example the temperature dependence alone would hide the reversal. The magnetoconductance is the clearer signature, provided the film is far from superconductivity: superconducting fluctuations also give a negative low-field magnetoconductance with the shape of the singlet term.

The density and mobility lie in the rough range of conducting indium-based oxide films, while τ_so is a free choice and should be fitted for a given film. Transistor channels with much lower density and mobility can have k_F l near one, where this theory does not apply. Here the expansion parameter 1/(k_F l) is 0.12, small but not negligible; higher-order terms are not calculated. The standard estimate of dephasing by electron-electron collisions gives 90 ps at 1 K, close to the assumed 100 ps. For g = 2, Zeeman coupling shifts the 116 mT value by less than 0.1 μS. The printed 0.07 μS is an upper estimate: it adds the rate (gμ_BB/ħ)²τ_s to the singlet alone, which overstates the effect of mixing with the triplet, slightly at low field and strongly once B exceeds B_s; treating the mixing level by level gives about 0.007 μS at 116 mT. Finite thickness changes the singlet slope at 1 K by a relative 1.5×10⁻⁴ at most. That figure counts all modes across the film without a cutoff; keeping only the first mode, with the cutoff, gives a few times 10⁻⁵. With l about half the thickness and about six subbands, isotropic spin relaxation is an approximation. Interface spin-orbit fields, superconducting fluctuations, phonon dephasing and the part of electron-electron dephasing that grows as T² are left out; the last two may matter at the upper temperatures, where they would shorten τ_φ and lower the reversal temperatures. The T² part alone would lower them by about 1 K or less in its three-dimensional form, (π/8)(k_BT)²/(ħE_F), but to about 9 K and 20 K in its two-dimensional form, (π/2)(k_BT)² ln(E_F/k_BT)/(ħE_F). The other effects are not sized. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
TESTS
velocity integral, numeric/formula: 1.00001
diffusion term, numeric/formula: 0.9941
ladder test: lambda = 0.1, tau/tau_phi from 0.0001 to 1e-05
singlet eigenvalue: 1.00000000
triplet eigenvalues: 0.991180 0.991180 0.991180
triplet eigenvalue, formula: 0.991170
change/G0 with spin-orbit: 1.1365, formula 1.1361
change/G0 without: -2.3025, formula -2.3026
change/G0 planar: -0.00861, formula -0.00900
change/G0 around tau_phi = 2 tau_s: 0.0063
random paths: lambda = 0.3, 40000 paths
weight, 20 collisions: -0.187, formula -0.188
weight, 60 collisions: -0.480, formula -0.486
field function: lattice 0.2206, formula 0.2211
EXAMPLE
thickness 10 nm, density 2.0e+20 cm^-3
mobility 40 cm2/Vs, mass 0.3 m_e
tau_so 6.0 ps, tau_s 4.50 ps
tau 6.82 fs, mean free path 4.76 nm
k_F 1.809 nm^-1, k_F l 8.62, lambda 0.0413
D 11.09 cm2/s, Fermi energy 0.416 eV
sheet conductivity 1282 uS, resistance 780 ohm
G0 12.331 uS, B_s 32.99 mT
T(K) tau_phi(ps) L_phi(nm) slope/G0 dsigma(uS) dsigma(10mT)(uS)
 0.3   333.33    607.9    0.480   -53.26   -8.2706
 1.0   100.00    332.9    0.435   -60.12   -3.2176
 3.0    33.33    192.2    0.322   -65.36   -0.7966
10.0    10.00    105.3    0.034   -68.25   -0.0755
40.0     2.50     52.6   -0.464   -64.63    0.0018
slope reverses at 11.1 K
low-field magnetoconductance reverses at 30.4 K
total changes sign near tau_phi = 1.96 us
B_phi at 1 K: 1.484 mT
sigma(B)-sigma(0), 1 K, 1 mT: -0.108 uS
sigma(B)-sigma(0), 1 K, 100 mT: -10.618 uS
minimum at 1 K: 116.1 mT, -10.674 uS
NEGLECTED EFFECTS
cooling 1 to 0.3 K, interference: +6.86 uS
same without spin-orbit: -14.85 uS
same, electron-electron correction: -14.85 uS
electron-electron dephasing time at 1 K: 90 ps
Zeeman rate times tau_phi at the minimum: 0.188
Zeeman shift of the minimum value: -0.070 uS
thickness, relative change of singlet slope at 1 K: 1.5e-04
1/(k_F l) 0.116, subbands about 5.8
Fermi energy/kT at 40 K: 121
```
